# Low-Frequency Trap Capacitance of a Thin Film with Uniform Potential Shift

## One sharp level

Take a film of thickness \(d\) with \(N_t\) identical electron traps per volume, all at the same energy. Let \(x\) be the trap energy minus the Fermi level \(\mu\). In equilibrium a fraction

\[
f(x)=\frac{1}{1+e^{x/kT}}
\]

of the traps is filled. Now raise the electrostatic potential of the whole film by \(\delta\phi\) while \(\mu\) is held fixed by a contact. An electron has charge \(-e\), with \(e>0\), so every trap energy falls by \(e\,\delta\phi\). The filling changes by \(f'(x)(-e\,\delta\phi)=e(-f')\delta\phi\), which is positive because \(f'=df/dx<0\). The trapped charge per area changes by \(-e\) times the number of added electrons:

\[
\delta Q_t=-e\,N_t d\,e(-f')\,\delta\phi .
\]

The electrode facing the film takes up the opposite charge. The capacitance per area is therefore

\[
C_t=-\frac{\delta Q_t}{\delta\phi}=e^2N_t d\,(-f'(x)),\qquad
-f'=\frac{f(1-f)}{kT}=\frac{1}{4kT\cosh^2(x/2kT)} .
\]

One factor \(e\) converts potential into energy, the other converts electron number into charge. As the level is swept through \(\mu\), the capacitance peaks at \(e^2N_td/4kT\). It has half this height where \(\cosh(x/2kT)=\sqrt2\), so the full width at half maximum is \(4\,\mathrm{arccosh}(\sqrt2)\,kT\), or 91.1 meV at 300 K. Even a sharp level thus looks almost a tenth of an electronvolt wide.

## Any distribution of traps

Let \(g(\varepsilon,z)\) be the density of traps per volume and energy, with \(\varepsilon\) measured from the local conduction-band edge, so that \(\varepsilon<0\) in the gap. The edge lies at \(E_{c0}-e\phi(z)\). The energy of a trap relative to the Fermi level is

\[
x(\varepsilon,z)=E_{c0}+\varepsilon-e\phi(z)-\mu .
\]

The assumptions are these:

- Each trap holds zero or one electron, independently of the others. If the filled state has degeneracy \(s\), its occupation is \(1/(1+s^{-1}e^{x/kT})=f(x-kT\ln s)\), so \(\varepsilon\) is then an effective energy, shifted by \(-kT\ln s\). Correlated double occupation is not covered.
- Trap energies move rigidly with the band edge, and \(g\) does not change with bias.
- \(\mu\) and \(T\) are constant through the film, and the traps follow the signal in equilibrium.

Acceptors are negative when filled, donors positive when empty:

\[
Q_t=e\int_0^d dz\int d\varepsilon\,\left[-g_A f+g_D(1-f)\right].
\]

Let the potential change by \(\delta\phi(z)=u(z)\,\delta\phi_s\), where \(\delta\phi_s\) is the change at the front surface and \(u(0)=1\). Since \(\delta f=e(-f')u\,\delta\phi_s\), both terms in the bracket contribute with a minus sign:

\[
\delta Q_t=-e^2\,\delta\phi_s\int_0^d dz\,u(z)\int d\varepsilon\,(g_A+g_D)(-f').
\]

With \(g=g_A+g_D\) and the thermally broadened density

\[
D(z)=\int d\varepsilon\,g(\varepsilon,z)\,\left[-f'(x(\varepsilon,z))\right],
\]

the capacitance is

\[
C=e^2\int_0^d D(z)\,u(z)\,dz .
\]

If the potential shifts uniformly, \(u=1\) and

\[
\boxed{\,C_t=e^2\int_0^d D(z)\,dz\,}
\]

The film need not be flat: \(\phi(z)\) may be bent, provided that its change is uniform. The donor or acceptor character drops out, so capacitance alone cannot reveal it. The measurement gives the thickness average \(C_t/(e^2d)\), not a depth profile. A sheet of interface traps at \(z=0\) would add its own areal density to the integral and be counted as part of the film.

Both forms were tested on a graded, bent film containing acceptors and donors, by differencing the total charge between two nearby potentials. For a uniform shift, charge difference and formula both give 0.1367 µF/cm². For a shift that decays away from the front, both give 0.0910 µF/cm².

A note on units: if \(D\) is in cm⁻³ eV⁻¹ and \(d\) in cm, then \(C_t\) in F/cm² is the number \(1.602\times10^{-19}\,D\,d\). The second factor \(e\) is used up in converting eV⁻¹ to J⁻¹.

## What the broadening does to an exponential tail

Let \(g=N e^{\varepsilon/E_0}\) for \(\varepsilon<0\), let the film be uniform and flat, and let \(\mu\) lie \(\Delta\) below the band edge. Then \(x=\varepsilon+\Delta\) and \(g=g(\mu)e^{x/E_0}\), with \(g(\mu)=Ne^{-\Delta/E_0}\). Define \(a=kT/E_0\). If \(a<1\) and \(\mu\) is deep enough for the upper limit to be moved to infinity,

\[
\frac{D}{g(\mu)}=\int_{-\infty}^{\infty}e^{ax/kT}(-f')\,dx .
\]

Use \(f\) itself as the variable. Then \(-f'dx=-df\) and \(e^{x/kT}=(1-f)/f\), while \(f\) runs from 1 to 0:

\[
\frac{D}{g(\mu)}=\int_0^1(1-f)^a f^{-a}\,df=\Gamma(1+a)\Gamma(1-a)=\frac{\pi a}{\sin\pi a}.
\]

The middle step is the beta integral, whose denominator is \(\Gamma(2)=1\). The factor does not depend on \(\mu\). Hence \(\ln D\) plotted against Fermi energy has slope \(1/E_0\), and \(g\) follows from \(D\) by division.

The same result gives the limit of a slowly varying density. Expanding both sides in \(a\), with \(\pi a/\sin\pi a=1+\pi^2a^2/6+\dots\), shows that the mean of \(x^2\) under the weight \(-f'\) is \(\pi^2(kT)^2/3\). The mean of \(x\) vanishes by symmetry. For a general smooth \(g\), the Taylor series about \(\mu\) then gives

\[
D\simeq g(\mu)+\frac{\pi^2}{6}(kT)^2g''(\mu).
\]

**The end of the tail.** Traps stop at \(\varepsilon=0\), so the part \(x>\Delta\) has to be removed. There \(-f'\simeq e^{-x/kT}/kT\), and the removed part relative to \(g(\mu)\) is

\[
\int_\Delta^\infty e^{-(1-a)x/kT}\frac{dx}{kT}=\frac{e^{-(1-a)\Delta/kT}}{1-a}.
\]

This is negligible if \((1-a)\Delta\gg kT\), a condition that becomes severe as \(a\) approaches 1.

**A tail steeper than \(kT\).** For \(a>1\) the integrand grows toward the band edge, and states near \(\varepsilon=0\) dominate when \(\mu\) is deep. Using the same form of \(-f'\),

\[
D\simeq\frac{N e^{-\Delta/kT}}{kT}\int_{-\infty}^0 e^{\varepsilon(1/E_0-1/kT)}d\varepsilon=\frac{N e^{-\Delta/kT}}{a-1}.
\]

This holds if both \(\Delta\gg kT\) and \((a-1)\Delta\gg kT\). The slope of \(\ln D\) is then \(1/kT\), whatever \(E_0\) is; for \(a\) closer to 1 it is somewhat smaller and still depends on \(E_0\). A tail with \(E_0=15\) meV shows an apparent energy of 25.85 meV at 300 K and \(\Delta=0.40\) eV, which is \(kT\). Free electrons in the band, with effective density \(N_c\), contribute \(N_ce^{-\Delta/kT}/kT\) with the same slope; for \(N=10^{20}\) cm⁻³ eV⁻¹ and \(N_c=5\times10^{18}\) cm⁻³ this is 1.4 times the trap term. An extracted tail energy close to \(kT\) is therefore no measurement of the tail, and the division by \(\pi a/\sin\pi a\) must not be applied.

## When the shift is uniform

The trapped charge screens the potential change. Let \(\epsilon_s\) be the film permittivity, and neglect free carriers for now. Poisson's equation for the change reads \(\epsilon_s\,\delta\phi''=-\delta\rho\), with \(\delta\rho=-e^2D\,\delta\phi\) from the derivation above. Hence

\[
\epsilon_s u''=e^2D(z)u,\qquad u(0)=1,\qquad u'(d)=0 .
\]

The last condition says that the field at the back surface does not change. Here \(D(z)\) is evaluated at the static potential, which may be bent.

First, \(u\) lies between 0 and 1. Multiply the equation by \(u\), integrate from \(z\) to \(d\), and integrate the left side by parts:

\[
-\epsilon_s u(z)u'(z)=\int_z^d\left(\epsilon_s u'^2+e^2Du^2\right)dz'\ge0 .
\]

So \(u^2\) never increases with depth. If \(u\) vanished at some point, the integral from there to \(d\) would be zero, \(u\) would vanish on that whole interval, and the differential equation would make it vanish everywhere, against \(u(0)=1\). At the back surface itself, \(u(d)=u'(d)=0\) leads to the same contradiction.

Next, integrate the equation once from \(z\) to \(d\):

\[
-\epsilon_s u'(z)=e^2\int_z^d D\,u\,dz'\le C_t .
\]

Integrating from 0 to \(z\) gives \(1-u(z)\le C_tz/\epsilon_s\). Therefore

\[
C=C_t-e^2\int_0^dD(1-u)\,dz\ \ge\ C_t\left(1-\frac{C_t d}{\epsilon_s}\right),
\]

where \(z\le d\) was used in the last step. Also \(C\le C_t\), because \(u\le1\). The uniform-shift formula is thus accurate when \(C_t\) is small against the geometric capacitance \(\epsilon_s/d\) of the film.

For constant \(D\), define \(\lambda=\sqrt{\epsilon_s/(e^2D)}\). The solution and the capacitance, which equals \(-\epsilon_su'(0)\), are

\[
u=\frac{\cosh[(d-z)/\lambda]}{\cosh(d/\lambda)},\qquad
C=\frac{\epsilon_s}{\lambda}\tanh\frac d\lambda .
\]

For a thin film, \(\tanh y\simeq y-y^3/3\) gives \(C\simeq C_t[1-d^2/(3\lambda^2)]\), since \(\epsilon_sd/\lambda^2=e^2Dd=C_t\). For a thick film, \(C\to\epsilon_s/\lambda=\sqrt{\epsilon_se^2D}\). The thickness has dropped out, and dividing by it would give a false density; in that limit \(D=C^2/(\epsilon_se^2)\). This holds only for constant \(D\). When a bias bends the film, \(D\) varies with depth, and the relation no longer gives the density at the front.

## What counts as low frequency

Suppose traps exchange electrons with the conduction band alone, and let the free electrons, of density \(n\), be nondegenerate and follow the potential without delay. With capture coefficient \(c\),

\[
\frac{df}{dt}=c\left[n(1-f)-n_1f\right].
\]

The emission term \(cn_1\) depends on the trap depth below the band edge, which a potential shift leaves unchanged. Equilibrium requires \(n_1=n(1-f)/f\), so \(n+n_1=n/f\). A small signal \(\delta\phi\propto e^{i\omega t}\) changes \(n\) by \(\delta n=n\,e\,\delta\phi/kT\). To first order,

\[
i\omega\,\delta f=cn(1-f)\frac{e\,\delta\phi}{kT}-\frac{cn}{f}\,\delta f .
\]

Multiply by \(\tau=f/(cn)\) and collect the terms in \(\delta f\):

\[
\delta f=\frac{f(1-f)}{kT}\,\frac{e\,\delta\phi}{1+i\omega\tau}=(-f')\frac{e\,\delta\phi}{1+i\omega\tau}.
\]

The equilibrium response is multiplied by \(1/(1+i\omega\tau)\), whose real part is \(1/(1+\omega^2\tau^2)\). For a uniform shift the real part of the film capacitance is

\[
C'(\omega)=e^2\int_0^d dz\int d\varepsilon\,\frac{g(-f')}{1+\omega^2\tau^2}.
\]

Since \(f<1\), no trap has \(\tau\) above \(1/(cn)\), so \(\omega\ll cn\) is sufficient, with \(n\) taken at its smallest value in the film. If \(c\) varies among traps, its smallest value counts too. This condition covers capture and emission only. A film without a back contact receives its charge sideways, through the sheet conductance \(\sigma_s=en\mu_nd\) of the free electrons, with \(\mu_n\) their mobility. For a channel of length \(L\) contacted at both ends, \(\omega\) must also be small against \(\sigma_s/[C_m(L/2)^2]\), where \(C_m\) is the capacitance per area seen at the gate. At low \(n\) this can be the stricter limit.

For the flat exponential tail the first correction is explicit. The mean of \(f^2\) under the weight \(g(-f')\) is a ratio of beta integrals:

\[
\langle f^2\rangle=\frac{\int_0^1(1-f)^af^{2-a}df}{\int_0^1(1-f)^af^{-a}df}
=\frac{\Gamma(3-a)}{\Gamma(4)\,\Gamma(1-a)}=\frac{(2-a)(1-a)}{6},
\]

so that \(C'/C_t\simeq1-\langle f^2\rangle(\omega/cn)^2\).

This concerns the small signal. After a large step that removes the free electrons, the relaxation rate \(c(n+n_1)\) falls to \(cn_1\). Traps far below the new Fermi level stay filled, and those that have to empty lie near or above it, where \(n_1\) is comparable to or larger than the equilibrium \(n\) at the new bias. The static filling therefore settles within a few times \(1/(cn)\), with \(n\) taken at the new bias. Since \(n\) falls exponentially as the film is depleted, a holding time and a frequency that suffice at one bias need not suffice at the next.

## Reading the density through a gate insulator

Let an insulator of capacitance \(C_i\) per area separate gate and film, and let the signal be slow enough for the traps to follow in equilibrium. (If they lag, the film capacitance is complex, and the series formula below must be inverted with the complex measured value, not with its real part alone.) Apart from a constant, the gate voltage is \(V_G=\phi-Q_t/C_i\). For a uniform film potential,

\[
dV_G=d\phi\left(1+\frac{C_t}{C_i}\right),\qquad
C_m=-\frac{dQ_t}{dV_G}=\frac{C_tC_i}{C_i+C_t}.
\]

Solving for \(C_t\), and noting that \(C_m/C_i=C_t/(C_i+C_t)\),

\[
C_t=\frac{C_mC_i}{C_i-C_m},\qquad \frac{d\phi}{dV_G}=1-\frac{C_m}{C_i}.
\]

The second relation, integrated from a known reference bias, supplies the energy axis: the Fermi level lies at depth \(\Delta_{\rm ref}-e(\phi-\phi_{\rm ref})\) below the band edge. Differentiating \(\ln C_t=\ln C_m+\ln C_i-\ln(C_i-C_m)\) at fixed \(C_i\) gives

\[
\frac{\delta C_t}{C_t}=\frac{C_i}{C_i-C_m}\,\frac{\delta C_m}{C_m}.
\]

Errors are strongly amplified when \(C_m\) approaches \(C_i\), so a thin insulator with large \(C_i\) helps.

## Worked example

The model film has \(d=20\) nm, relative permittivity 10, \(N=10^{20}\) cm⁻³ eV⁻¹, \(E_0=60\) meV and \(\Delta=0.40\) eV at 300 K, where \(kT=25.85\) meV. A fixed background charge makes it neutral when flat. These are round parameters and describe no particular material.

**Density and capacitance.** The true density at the Fermi level is \(10^{20}e^{-0.40/0.060}=1.273\times10^{17}\) cm⁻³ eV⁻¹. With \(a=25.85/60=0.431\), the broadening factor is 1.386 and \(D=1.764\times10^{17}\) cm⁻³ eV⁻¹. The second-order expansion would give \(1+\pi^2a^2/6=1.31\), so it is already rough here. The trap capacitance is

\[
C_t=1.602\times10^{-19}\times1.764\times10^{17}\times2\times10^{-6}
=5.65\times10^{-8}\ \mathrm{F/cm^2},
\]

that is 0.0565 µF/cm², or \(5.65\times10^{-4}\) F/m².

The slope of \(\ln D\) returns 60.015 meV instead of 60. The end of the tail accounts for this. Differentiating the removed part with respect to Fermi energy lowers the slope, relative to \(1/E_0\), by \(e^{-(1-a)\Delta/kT}\sin(\pi a)/(\pi a^2)\). With the exponential equal to \(1.5\times10^{-4}\), this is \(2.5\times10^{-4}\), or 0.015 meV in the apparent energy.

**Screening.** The geometric capacitance is 0.4427 µF/cm² and \(\lambda=56.0\) nm, so \(d/\lambda=0.357\). The leading estimate of the loss is \(0.357^2/3=4.3\,\%\) of \(C_t\). A numerical solution of the nonlinear Poisson equation gives 0.0542 µF/cm², in agreement with the tanh formula; the loss is 4.05 %. At the back surface the shift is still 94 % of that at the front.

Raising the front potential to 0.10 V brings the Fermi level closer to the band edge, where the tail is denser. The back potential is then 0.087 V. The uniform-shift formula, evaluated with this bent potential, gives 0.259 µF/cm², whereas the Poisson solution gives 0.220 µF/cm², lower by 15 %. The shift at the back is now 77 % of that at the front. Weighting \(D(z)\) with the actual \(u(z)\) restores agreement. The lower bound, 0.108 µF/cm², holds but is far from the actual value; it serves as a warning, not as a correction.

**Free electrons.** With an effective band density of \(5\times10^{18}\) cm⁻³, \(n=5\times10^{18}e^{-\Delta/kT}=9.5\times10^{11}\) cm⁻³. Since \(\delta n=n\,e\,\delta\phi/kT\), they add \(e^2nd/kT=1.2\times10^{-5}\) µF/cm² in parallel, about 0.02 % of \(C_t\). Closer to the band edge this term grows and must be subtracted. Within a few \(kT\) of the edge the electrons are no longer nondegenerate, and \(n/kT\) has to be replaced by \(dn/d\mu\) from Fermi statistics.

**Frequency.** For \(c=10^{-8}\) cm³/s the rate \(cn\) is \(9.5\times10^3\) s⁻¹, and \(cn/2\pi=1.52\) kHz. At 100 Hz, \(\omega/cn=0.066\) and \(\langle f^2\rangle=(1.569\times0.569)/6=0.149\). The predicted loss is \(0.149\times0.066^2=0.065\,\%\). Time integration of the rate equation gives \(C'/C_t=0.99935\), the same loss. At 10 kHz the ratio is 0.458. It is this large although \(\omega/cn=6.6\), because traps above the Fermi level have small \(f\) and hence short \(\tau\). These figures assume that electrons reach the film without delay. With \(\mu_n=10\) cm²/Vs the sheet conductance is only \(3\times10^{-12}\) S, and for \(L=10\) µm and the \(C_m\) found below the charging time \(C_m(L/2)^2/\sigma_s\) is 3 ms, about 30 times \(1/(cn)\). For such a device 100 Hz would not be a low frequency.

**Extraction.** Let \(C_i=0.100\) µF/cm², and take the film potential as uniform, so that screening is left out of this part. The series capacitance is

\[
C_m=\frac{0.0565\times0.100}{0.1565}=0.0361\ \text{µF/cm}^2,
\]

and \(d\phi/dV_G=1-0.361=0.639\). A 1 % error in \(C_m\) becomes \(1/0.639=1.6\,\%\) in \(C_t\). Inverting the series formula returns 0.0565 µF/cm² and \(D=1.76\times10^{17}\) cm⁻³ eV⁻¹. Dividing by the broadening factor, with \(E_0\) taken from the slope, recovers \(1.27\times10^{17}\) cm⁻³ eV⁻¹.

Reading \(D\) as \(g\) would overstate the density by 39 %, while ignoring screening would understate \(D\) by 4 %. The two errors have different origins: cooling reduces the first, since \(a\) falls with \(T\), and a thinner film reduces the second. Cooling has a practical limit, however: at fixed \(\Delta\) the free-electron density \(n\) falls exponentially, and with it the rate \(cn\) that the signal frequency must stay below. Screening also distorts the slope from which \(E_0\) is read. With \(\ell=d^2/(3\lambda^2)\), the film follows the front potential on average only by the factor \(1-\ell\), and the loss \(\ell\) itself grows in proportion to \(D\). To leading order the slope of \(\ln C\) against the front potential is thus \((1-2\ell)/E_0\), an apparent tail energy of about 65 meV for the flat film. The error grows with bias: the two Poisson values above give \(0.10\ \mathrm{eV}/\ln(0.220/0.0542)=71\) meV as an average between 0 and 0.10 V.

## Numbers as computed

```
temperature: 300 K
thermal energy kT: 25.852 meV
film thickness: 20 nm
relative permittivity: 10
tail energy E0: 60 meV
tail density at band edge: 1.0e+20 cm^-3 eV^-1
Fermi level below band edge: 0.40 eV
graded film, uniform shift, charge difference: 0.136694 uF/cm^2
graded film, uniform shift, formula: 0.136694 uF/cm^2
graded film, nonuniform shift, charge difference: 0.090962 uF/cm^2
graded film, nonuniform shift, formula: 0.090962 uF/cm^2
sharp-level peak width, numerical: 91.30 meV
sharp-level width, formula: 91.14 meV
ratio kT/E0: 0.4309
broadening factor, formula: 1.3862
true density at Fermi level: 1.2726e+17 cm^-3 eV^-1
broadened density D: 1.7638e+17 cm^-3 eV^-1
D from change of filling: 1.7638e+17 cm^-3 eV^-1
tail energy from slope of ln D: 60.015 meV
steep tail, true energy: 15.0 meV
steep tail, apparent energy: 25.853 meV
uniform-shift trap capacitance: 0.05652 uF/cm^2
same trap capacitance in SI: 5.6517e-04 F/m^2
geometric film capacitance: 0.44271 uF/cm^2
screening length: 55.98 nm
flat film, Poisson capacitance: 0.05423 uF/cm^2
flat film, tanh formula: 0.05423 uF/cm^2
flat film, actual screening loss: 4.05 %
flat film, leading loss estimate: 4.26 %
flat film, shift at back over front: 0.9394
bent film, front potential: 0.10 V
bent film, back potential: 0.0869 V
bent film, uniform-shift formula: 0.25864 uF/cm^2
bent film, Poisson capacitance: 0.21982 uF/cm^2
bent film, weighted formula: 0.21981 uF/cm^2
bent film, lower bound: 0.10754 uF/cm^2
bent film, shift at back over front: 0.7720
effective band density: 5.0e+18 cm^-3
free electron density: 9.534e+11 cm^-3
free-electron capacitance: 1.182e-05 uF/cm^2
capture coefficient: 1.0e-08 cm^3/s
capture rate c*n: 9.534e+03 1/s
corner frequency c*n/(2 pi): 1517.4 Hz
C/C_t at 100 Hz, time integration: 0.99935
C/C_t at 100 Hz, formula: 0.99935
C/C_t at 10000 Hz, time integration: 0.45799
C/C_t at 10000 Hz, formula: 0.45800
insulator capacitance: 0.100 uF/cm^2
series capacitance at gate: 0.03611 uF/cm^2
film potential change per gate voltage: 0.63891
extracted trap capacitance: 0.05652 uF/cm^2
extracted broadened density: 1.7638e+17 cm^-3 eV^-1
density after removing broadening: 1.2726e+17 cm^-3 eV^-1
```
